# Upper Bound on Mean Particles per Wafer from Zero Counts

## Problem

Ten 300 mm silicon wafers are inspected by laser scattering after a wet clean. The outer 3 mm of each wafer is excluded. No particle above the size threshold is found on any of them.

Take the counts on different wafers to be independent Poisson variables with one common mean $\lambda$, the mean number of counted particles per wafer on the inspected area.

(a) Find the one-sided 95 percent upper confidence bound on $\lambda$, and express it also as a particle density.

(b) Show that the procedure behind the bound has the stated confidence for every value of $\lambda$, and that no smaller value could be assigned to a zero count.

(c) State what "95 percent" does and does not mean here.

(d) How many wafers, all clean, would be needed to show that the mean is at most 0.1 per wafer?

(e) Estimate how the bound changes if the inspection tool misses particles or reports false ones, and if the mean varies between wafers or between lots.

## Solution

### (a) The bound

Write $N=10$ for the number of wafers and $\alpha=0.05$ for the allowed probability that the bound lies below the true mean. For one wafer the Poisson law is

$$P(X=n)=e^{-\lambda}\frac{\lambda^n}{n!},\qquad P(X=0)=e^{-\lambda}.$$

The wafers are independent, so the probability that all ten are clean is the product

$$P(\text{all clean})=\left(e^{-\lambda}\right)^N=e^{-N\lambda}.$$

This probability falls as $\lambda$ grows. For $\lambda=0.1$ it is 0.37, so ten clean wafers would be no surprise. For $\lambda=0.5$ it is 0.0067, and the observation would be hard to reconcile with such a mean. The bound $U$ is placed where the probability has fallen to $\alpha$:

$$e^{-NU}=\alpha .$$

Taking the logarithm gives $-NU=\ln\alpha$, and hence

$$\boxed{U=-\frac{\ln\alpha}{N}}$$

The logarithm of a number below one is negative, so $U$ is positive. With the numbers of the problem,

$$U=\frac{2.9957}{10}=0.2996\ \text{particles per wafer},$$

or 0.30 to the precision that matters in practice. Replacing 2.9957 by 3 gives the shortcut $3/N$, which is slightly too large and so errs on the safe side.

The inspected disc has radius $15.0-0.3=14.7$ cm and area $\pi(14.7\ \text{cm})^2=678.9\ \text{cm}^2$. The bound on the mean density is therefore

$$\frac{0.2996}{678.9\ \text{cm}^2}=4.4\times10^{-4}\ \text{cm}^{-2},$$

which is 4.4 particles per square metre.

The familiar recipe "mean plus 1.645 standard errors" fails for these data. The estimated mean is $\bar x=0$, and its estimated standard error, $\sqrt{\bar x/N}$, is also zero. The recipe returns an upper bound of zero, as if ten clean wafers proved that particles never occur. The normal approximation behind it needs a large expected total count, which a zero count does not support.

### (b) Why the confidence is 95 percent

A confidence level belongs to a rule that gives a bound for every possible outcome, so the rule must also cover nonzero counts. Let $S$ be the total count on all wafers. The sum of two independent Poisson variables with means $a$ and $b$ has the distribution

$$\sum_{j=0}^{s}e^{-a}\frac{a^j}{j!}\,e^{-b}\frac{b^{s-j}}{(s-j)!}
=\frac{e^{-(a+b)}}{s!}\sum_{j=0}^{s}\binom{s}{j}a^jb^{s-j}
=e^{-(a+b)}\frac{(a+b)^s}{s!},$$

by the binomial theorem. It is again Poisson, with mean $a+b$. Adding one wafer at a time shows that $S$ is Poisson with mean $m=N\lambda$.

Define the cumulative probability

$$F(s;m)=\sum_{j=0}^{s}e^{-m}\frac{m^j}{j!}.$$

Its derivative with respect to $m$ is

$$\frac{dF}{dm}=\sum_{j=1}^{s}e^{-m}\frac{m^{j-1}}{(j-1)!}-\sum_{j=0}^{s}e^{-m}\frac{m^j}{j!}
=-e^{-m}\frac{m^s}{s!}.$$

The first sum contains the terms $j=0$ to $s-1$ of the second, so everything cancels except the last term. The derivative is negative for $m>0$. Thus $F$ falls steadily from 1 at $m=0$ towards 0 at large $m$, and the equation

$$F\big(s;N\,U(s)\big)=\alpha$$

has one solution $U(s)$ for each total $s$. For $s=0$ it reduces to $e^{-NU}=\alpha$, the result of part (a). For $s=1$ it reads $(1+NU)e^{-NU}=0.05$, whose solution is $U(1)=0.4744$ per wafer. A single particle on the ten wafers would therefore raise the bound from 0.30 to 0.47.

Now let $\lambda$ be the true mean. The rule fails when $U(S)<\lambda$. Because $F$ decreases with the mean, this happens for those totals $s$ that satisfy

$$F(s;N\lambda)<F(s;NU(s))=\alpha .$$

At fixed mean, $F$ increases with $s$. The failing totals are therefore $0,1,\dots,s^*$, where $s^*$ is the largest total with $F(s^*;N\lambda)<\alpha$. The probability of failure is the probability of getting one of them:

$$P(\text{failure})=P(S\le s^*)=F(s^*;N\lambda)<\alpha .$$

If no total satisfies the inequality, the rule cannot fail. This is the case for $\lambda\le U(0)$, since then even $F(0;N\lambda)=e^{-N\lambda}$ is at least $\alpha$. The confidence is therefore at least 95 percent for every $\lambda$. It is often noticeably higher, because counts are whole numbers and the bound can take only separate values.

**No smaller bound is possible at zero count.** Suppose that some other rule assigns the value $u_0$ when all wafers are clean. For any true mean $\lambda>u_0$, a clean set makes this rule fail, so

$$P(\text{failure})\ge e^{-N\lambda}\qquad(\lambda>u_0).$$

If $e^{-Nu_0}$ were larger than $\alpha$, then by continuity $e^{-N\lambda}$ would also exceed $\alpha$ for a mean slightly above $u_0$, and the rule would break its promise there. Hence $e^{-Nu_0}\le\alpha$, or

$$u_0\ge-\frac{\ln\alpha}{N}.$$

This holds whatever the rule does with nonzero counts. For instance, lowering the zero-count value by 10 percent, to 0.2696, reduces the confidence to 93.25 percent for a true mean just above that value.

### (c) What the 95 percent refers to

The true mean is treated as fixed and the counts as random. If the inspection were repeated many times, the rule would give a bound below the true mean in at most 5 percent of the repetitions. A simulation of 200,000 inspections with the true mean set equal to $U$ gave a fraction 0.0507 of all-clean sets, with a standard error of 0.0005. The difference from the expected 0.05 is about 1.4 standard errors, which is no sign of disagreement. At a true mean of exactly $U$ an all-clean set gives a bound equal to the mean, so the rule does not fail. For a mean just above $U$ the same sets are its failures, and their fraction is then just below 5 percent.

The statement is not that $\lambda$ has a 95 percent probability of lying below 0.30. A probability for $\lambda$ itself requires a prior distribution, which the counts do not supply. With a prior that is flat for $\lambda\ge0$, the posterior density after ten clean wafers is proportional to $e^{-N\lambda}$. Normalized, it is $Ne^{-N\lambda}$, and

$$\int_0^U Ne^{-N\lambda}\,d\lambda=1-e^{-NU}=1-\alpha .$$

The number then agrees with the confidence bound. Another prior changes it. For a prior proportional to $\lambda^{-1/2}$, the substitution $\lambda=t^2/N$ turns $\lambda^{-1/2}e^{-N\lambda}d\lambda$ into a constant times $e^{-t^2}dt$. The probability below $U$ is then $\operatorname{erf}(\sqrt{NU})$, and setting it equal to $1-\alpha$ gives

$$U=\frac{[\operatorname{erf}^{-1}(1-\alpha)]^2}{N}=0.192\ \text{per wafer}.$$

The data are the same; the lower value comes from the greater weight that this prior places on small means. By part (b), it cannot serve as a 95 percent confidence bound.

The word "one-sided" also matters. A central two-sided 95 percent interval allows only $\alpha/2=0.025$ for failure at its upper end. That end lies at $-\ln(0.025)/10=0.3689$ per wafer. A report should say which of the two is quoted.

### (d) Planning an inspection

To show that the mean is at most $L$ with $N$ clean wafers, the bound must not exceed $L$:

$$-\frac{\ln\alpha}{N}\le L\quad\Longrightarrow\quad N\ge-\frac{\ln\alpha}{L}.$$

For $L=0.1$ this gives $N\ge29.96$, so 30 clean wafers are needed. The bound falls as $1/N$: three times as many clean wafers give one third of the bound.

The plan succeeds only if all 30 wafers really are clean. If the true mean is 0.01 per wafer, ten times below the target, the chance of this is $e^{-30\times0.01}=e^{-0.3}\approx0.74$. A process that merely meets the target, with $\lambda=0.1$, would pass with a probability of about 0.05. The number of wafers and the rule for nonzero counts should be fixed before the inspection. Stopping at any moment while all wafers are still clean does no harm. The bound $-\ln\alpha/N$ can lie below $\lambda$ only after more than $-\ln\alpha/\lambda$ clean wafers in a row, and this has probability below $\alpha$. Continuing after particles have appeared, until the bound of part (b) drops below the target, does break the guarantee. For $\lambda=0.1$ and up to 200 wafers, such a plan passes with a probability of about 0.17 instead of 0.05. Leaving out a wafer because it has a particle also changes the probabilities on which the bound rests.

### (e) When the simple model is not enough

**Missed particles.** Let $\mu$ be the mean number of particles present on the inspected area, and let each be detected independently with probability $\eta$. A wafer appears clean if every particle on it is missed:

$$P(X=0)=\sum_{n=0}^{\infty}e^{-\mu}\frac{\mu^n}{n!}(1-\eta)^n=e^{-\mu}e^{\mu(1-\eta)}=e^{-\eta\mu}.$$

The inspection thus bounds $\eta\mu$, and the bound on the particles present is $U/\eta$. For $\eta=0.80$ it is $0.2996/0.80=0.3745$ per wafer. If the density is uniform over the whole face, dividing by the inspected area fraction, 0.9604, gives 0.3899 per full wafer. The inspection itself says nothing about an edge zone that is dirtier than the rest.

**False counts.** Suppose the tool adds independent false counts with a known mean $b$ per wafer. The observed counts then have mean $\lambda_{\text{real}}+b$, and the zero result gives

$$\lambda_{\text{real}}\le U-b .$$

For $b=0.05$ the bound is 0.2496. Ignoring false counts leaves the larger value 0.2996, which is still a valid bound. The subtracted value keeps the 95 percent confidence over repeated inspections, but it should be used with care. A zero total means that no false count occurred this time. The probability of the result, $e^{-Nb}e^{-N\lambda_{\text{real}}}$, depends on $\lambda_{\text{real}}$ in the same way for every $b$, and a flat prior gives 0.2996 whatever $b$ is. A noisier tool does not supply stronger evidence of clean wafers, so 0.2996 is the safer value to report. The subtraction makes sense only for $b<U$; otherwise it leaves no positive bound, and the assumed $b$ should be questioned.

**A mean that varies.** Let the Poisson mean be $g\lambda$, where $g$ is a random factor with average 1 and $\lambda$ is now the long-run mean. A convenient model is the gamma density $k^kg^{k-1}e^{-kg}/\Gamma(k)$, which has variance $1/k$ and hence relative spread $1/\sqrt k$. The averaged probability of a clean wafer is

$$\langle e^{-\lambda g}\rangle=\frac{k^k}{\Gamma(k)}\int_0^\infty g^{k-1}e^{-(k+\lambda)g}\,dg
=\left(\frac{k}{k+\lambda}\right)^k=\left(1+\frac{\lambda}{k}\right)^{-k}.$$

If each wafer has its own independent factor, the ten probabilities multiply. Setting $(1+U/k)^{-kN}=\alpha$ and solving for $U$ gives

$$U_{\text{ind}}=k\left(\alpha^{-1/(kN)}-1\right).$$

If the whole lot shares one factor, the average must be taken after the ten wafers have been combined. This replaces $\lambda$ by $N\lambda$ in the averaged exponential, and $(1+NU/k)^{-k}=\alpha$ gives

$$U_{\text{lot}}=\frac{k}{N}\left(\alpha^{-1/k}-1\right).$$

For a relative spread of 50 percent, $k=4$, the results are

$$U_{\text{ind}}=0.3111,\qquad U_{\text{lot}}=0.4459\ \text{per wafer}.$$

The increases over the simple bound are 3.8 and 48.8 percent. $U_{\text{lot}}$ is sensitive to the assumed distribution. It rises to 0.69 for $k=2$ and to 1.90 for $k=1$. At the same 50 percent spread, a lognormal factor gives 0.41 and a uniform one 0.55, while $U_{\text{ind}}$ stays at 0.31. Both bounds are larger because the exponential is a convex function: $\langle e^{-\lambda g}\rangle\ge e^{-\lambda}$ for any factor with average 1. Variation makes clean wafers more likely at a given long-run mean, so a clean result is weaker evidence. With a shared factor, all ten wafers may simply come from a good lot. More clean wafers from that lot lower $U_{\text{lot}}$ as $1/N$, but this relies on an assumed distribution of the factor, here the gamma model with known $k$, to link this lot to the others. The ratio $U_{\text{lot}}/U=k(\alpha^{-1/k}-1)/(-\ln\alpha)$ does not depend on $N$, so the increase of 48.8 percent remains however many wafers of the lot are inspected. For $k\to\infty$ the variation disappears, and both formulas return to $-\ln\alpha/N$.

The original bound keeps a clear meaning in the shared case. Given the factor $g$ of this lot, the counts are Poisson with the common mean $g\lambda$. The value 0.2996 therefore bounds the mean of this lot, while 0.4459 bounds the long-run mean over lots within the gamma model.

**Comparison with practice.** A diameter of 300 mm and an edge exclusion of a few millimetres are typical of silicon wafer inspection. The values chosen for $\eta$, $b$ and $k$ are illustrative; they depend on the tool, the size threshold and the process, and should be measured. Capture efficiency falls for particles near the threshold, so a bound has meaning only together with the particle size to which it applies. With the values chosen here, lot-to-lot variation moves the result most among the effects of part (e), by about half of the simple bound. For a gamma spread below about 38 percent, the 25 percent correction for $\eta=0.80$ would be larger. Clustering is not included. If particles arrive in independent clusters of $c$, a clean set has probability $e^{-N\lambda/c}$ and the bound on the particle count becomes $cU$. A statement about a process, rather than about one lot, therefore calls for wafers taken from several lots. The numerical output below lists the values used.

## Computed results

```
wafers inspected: 10
allowed miss probability alpha: 0.05
-ln(alpha), bound on mean total: 2.9957 particles
95% upper bound: 0.2996 particles per wafer
rule of three, 3/N: 0.3000 particles per wafer
chance of ten clean wafers at mean 0.1: 0.3679
chance of ten clean wafers at mean 0.2: 0.1353
chance of ten clean wafers at mean 0.3: 0.0498
chance of ten clean wafers at mean 0.5: 0.0067
simulated inspections at the bound: 200000
simulated all-clean fraction: 0.0507
sampling standard error: 0.0005
lowest coverage found: 0.9500
zero-count bound lowered by 10%: 0.2696 per wafer
coverage just above lowered bound: 0.9325
central two-sided 95% upper end: 0.3689 per wafer
one-sided bound if total count is 1: 0.4744 per wafer
flat-prior probability below bound: 0.9500
bound with prior lam^(-1/2): 0.1921 per wafer
target mean for planning: 0.1 per wafer
clean wafers needed for target: 30
wafer diameter: 300 mm
edge exclusion: 3 mm
inspected area per wafer: 678.9 cm2
inspected area fraction: 0.9604
upper bound on density: 4.413e-04 particles/cm2
assumed capture efficiency: 0.80
bound on particles present: 0.3745 per wafer
same, extended to full face: 0.3899 per wafer
assumed false-count mean: 0.05 per wafer
bound on real counted particles: 0.2496 per wafer
gamma shape: 4
relative spread of the mean: 50 %
bound, independent variation: 0.3111 per wafer
bound, variation shared by lot: 0.4459 per wafer
increase, independent: 3.8 %
increase, shared by lot: 48.8 %
```
